# The G = 0 term of a smoothed ionic potential and its pressure

## The problem

A crystal has one ion per primitive cell of volume $\Omega$ and $N=Z$ valence electrons per cell. An electron at distance $r$ from an ion has the potential energy

$$v(r)=-\frac{Z\,\mathrm{erf}(r/a)}{r},$$

where $a$ is a fixed length. Two ions at distance $R$ repel each other as point charges, with energy $Z^2/R$. Hartree atomic units are used throughout.

In a plane-wave calculation the potential enters through its Fourier transform $v(\mathbf G)=\int v(r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r$ at the reciprocal lattice vectors $\mathbf G$.

1. What does the $\mathbf G=0$ component contribute to the energy per cell, once the Coulomb divergences have been dealt with?
2. What pressure follows from this contribution, and how does it depend on $\Omega$?

## A tempting solution

The function $\mathrm{erf}(r/a)/r$ is the electrostatic potential of a unit Gaussian charge. To see this, apply the radial Laplacian for $r>0$:

$$\frac1r\frac{d^2}{dr^2}\,\mathrm{erf}(r/a)=-\frac{4}{\sqrt\pi\,a^3}\,e^{-r^2/a^2}=-4\pi\,\frac{e^{-r^2/a^2}}{\pi^{3/2}a^3}.$$

The potential is finite at the origin, so no point charge hides there. The Gaussian has the transform $e^{-G^2a^2/4}$, and Poisson's equation divides it by $G^2$ and multiplies it by $4\pi$. Hence

$$v(\mathbf G)=-\frac{4\pi Z}{G^2}\,e^{-G^2a^2/4}.$$

This diverges at $\mathbf G=0$. The electron-electron and ion-ion energies diverge there too, with the opposite sign. The cell is neutral, so the three divergences cancel, and all $\mathbf G=0$ terms may be left out. If something finite did remain, it would be a constant potential, and a constant potential exerts no force. The tempting answers are therefore: no energy and no pressure.

## Where it fails

Take uniform electrons of density $N/\Omega$ and compare two crystals. In the first the attraction is $-Z/r$; in the second it is $v(r)$. Nothing else differs. The energy difference per cell is

$$\Delta E=\int_{\rm cell}\frac N\Omega\sum_{\mathbf R}\left[v(|\mathbf r-\mathbf R|)+\frac{Z}{|\mathbf r-\mathbf R|}\right]d^3r
=\frac N\Omega\int_{\rm all\ space}\frac{Z\,\mathrm{erfc}(r/a)}{r}\,d^3r .$$

The second form holds because integrating over one cell and summing over all ions is the same as integrating over all space around one ion. The integrand is positive everywhere, so $\Delta E>0$. Yet a uniform density has no Fourier components except $\mathbf G=0$. The tempting solution discards precisely that component and finds $\Delta E=0$.

Two statements in it are at fault.

The first is that cancelling divergences cancel the whole terms. The factor $e^{-G^2a^2/4}=1-G^2a^2/4+\dots$ multiplies $1/G^2$. In the product, the $G^2$ of the second member cancels the $1/G^2$, so this member contributes a finite number at $G=0$. Neutrality cancels the $1/G^2$ part but has no hold on this number.

The second is that a constant potential has no mechanical effect. A potential constant in space exerts no force on an electron, and none on an ion displaced within a fixed cell. Pressure, however, is the response to a change of volume, and the constant may depend on the volume.

## The non-Coulomb coefficient

Separate the Coulomb tail from the rest with $\mathrm{erf}=1-\mathrm{erfc}$:

$$v(r)=-\frac Zr+\frac{Z\,\mathrm{erfc}(r/a)}{r}.$$

The second part decays like a Gaussian and can be integrated over all space. Call its integral $\alpha$. With $d^3r=4\pi r^2dr$ and $r=ax$,

$$\alpha=\int\left[v(r)+\frac Zr\right]d^3r=4\pi Z\int_0^\infty r\,\mathrm{erfc}(r/a)\,dr=4\pi Za^2\int_0^\infty x\,\mathrm{erfc}(x)\,dx .$$

Integrate by parts, using $\mathrm{erfc}'(x)=-(2/\sqrt\pi)e^{-x^2}$:

$$\int_0^\infty x\,\mathrm{erfc}(x)\,dx=\left[\frac{x^2}{2}\mathrm{erfc}(x)\right]_0^\infty+\frac1{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=0+\frac1{\sqrt\pi}\cdot\frac{\sqrt\pi}{4}=\frac14 .$$

Therefore

$$\alpha=\pi Za^2 .$$

Reciprocal space gives the same value. The short-range part has the transform

$$u(\mathbf G)=v(\mathbf G)+\frac{4\pi Z}{G^2}=\frac{4\pi Z}{G^2}\left(1-e^{-G^2a^2/4}\right)=4\pi Z\left(\frac{a^2}{4}-\frac{G^2a^4}{32}+\dots\right),$$

which tends to $\pi Za^2$ as $G\to0$. For this potential the coefficient is positive, because smoothing removes attraction near the ion. Local pseudopotentials of real elements add further short-range terms, and their $\alpha=\int[v(r)+Z/r]\,d^3r$ can have either sign: the local parts of the GTH-Padé potentials give about $-8.4$ hartree bohr³ for Al and $-5.0$ hartree bohr³ for Si. It has the dimension of energy times volume.

## What neutrality cancels

To handle the divergences without subtracting infinities, replace each Coulomb factor $1/r$ by $e^{-\mu r}/r$ and let $\mu\to0$ at the end. The short-range part of $v$ is left as it is. Since $\int e^{-\mu r}/r\,d^3r=4\pi/\mu^2$, every $\mathbf G=0$ term is now finite.

The mean electron density is $N/\Omega$, whatever the shape of the density. The $\mathbf G=0$ part of the electron-electron energy per cell is half of density squared times volume times the integrated interaction:

$$\frac12\,\Omega\left(\frac N\Omega\right)^2\frac{4\pi}{\mu^2}=\frac{2\pi N^2}{\Omega\mu^2}.$$

The electron-ion part is

$$\frac N\Omega\left(-\frac{4\pi Z}{\mu^2}+\alpha\right)=-\frac{4\pi NZ}{\Omega\mu^2}+\frac{N\alpha}{\Omega}.$$

The ion-ion energy is $\frac12Z^2\sum_{\mathbf R\ne0}e^{-\mu R}/R$. To expand this sum for small $\mu$, choose any inverse length $\eta$ and write

$$\frac{e^{-\mu r}}r=\frac{\mathrm{erfc}(\eta r)}r+f(r).$$

The first part is summed directly over $\mathbf R\neq0$. The second is finite and continuous at the origin. Its sum over all $\mathbf R$ equals $\Omega^{-1}\sum_{\mathbf G}f(\mathbf G)$ by Poisson summation, and the unwanted term $f(r=0)$ is then subtracted. The pieces needed are:

- At $\mathbf G=0$ the transform of $f$ is $4\pi/\mu^2-\pi/\eta^2$. The second number is the integral found above, with $Z=1$ and $a=1/\eta$.
- At $\mathbf G\ne0$ it is $4\pi/(G^2+\mu^2)-(4\pi/G^2)(1-e^{-G^2/4\eta^2})$, which is $(4\pi/G^2)e^{-G^2/4\eta^2}$ up to a correction of order $\mu^2$.
- Near the origin $e^{-\mu r}/r=1/r-\mu+\dots$ and $\mathrm{erfc}(\eta r)/r=1/r-2\eta/\sqrt\pi+\dots$, so $f(r=0)=2\eta/\sqrt\pi-\mu$.

Together,

$$\sum_{\mathbf R\ne0}\frac{e^{-\mu R}}{R}=\frac{4\pi}{\Omega\mu^2}+\xi+\mu+O(\mu^2),$$

$$\xi=\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(\eta R)}{R}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}-\frac{2\eta}{\sqrt\pi}-\frac{\pi}{\Omega\eta^2}.$$

This is the Ewald sum. The left side of the first equation does not contain $\eta$, so $\xi$ does not depend on it. The finite part of the ion-ion energy is $E_M=\frac12Z^2\xi$, the energy of point ions in a uniform neutralizing background.

Adding the three energies, the terms in $1/\mu^2$ combine to a perfect square:

$$\frac{2\pi}{\Omega\mu^2}\left(N^2-2NZ+Z^2\right)+\frac{N\alpha}{\Omega}+E_M+\frac{Z^2\mu}{2}+O(\mu^2).$$

For $N=Z$ the square vanishes before the limit is taken. Then $\mu\to0$ leaves $E_M+N\alpha/\Omega$. For a charged cell the first term would diverge, and an additional convention would be needed to define the energy.

## Energy and pressure

The answer to the first question is

$$E_\alpha=\frac{N\alpha}{\Omega}=\frac{\pi Z^2a^2}{\Omega}.$$

In the Kohn-Sham potential the same term appears as a constant $\alpha/\Omega$, which raises all eigenvalues equally. If this constant is kept in the potential, the sum of the occupied eigenvalues already contains $N\alpha/\Omega$, and it must not be added again.

Compression keeps the electrons and ions in the cell. The derivative is therefore taken at fixed $N$, $Z$ and $a$:

$$P_\alpha=-\frac{dE_\alpha}{d\Omega}=-\pi Z^2a^2\left(-\frac1{\Omega^2}\right)=\frac{\pi Z^2a^2}{\Omega^2}=\frac{E_\alpha}{\Omega}.$$

This answers the second question. For this potential the pressure is positive, so the term pushes the crystal apart; in general it is $N\alpha/\Omega^2$ and has the sign of $\alpha$. Each electron loses attraction whenever it is within a distance of about $a$ from an ion. In a smaller cell the mean density there is higher, and the loss is greater.

Since $E_\alpha$ depends on the cell through $\Omega$ alone, a shear at constant volume does not change it. Its stress is an isotropic pressure.

Two variations show what the derivative assumes. If the mean density $N/\Omega$ were held fixed, $E_\alpha=(N/\Omega)\alpha$ would not change and the pressure would seem to vanish; but then electrons would leave the cell during compression. If instead $a$ were scaled with the cell, $a\propto\Omega^{1/3}$, then $E_\alpha\propto\Omega^{2/3-1}=\Omega^{-1/3}$, and the pressure would be $E_\alpha/(3\Omega)\propto\Omega^{-4/3}$. The inverse-square law belongs to an ionic potential that stays the same under compression.

The total pressure has other parts. A nonuniform density adds electrostatic terms with $\mathbf G\neq0$, and kinetic energy and exchange-correlation contribute as well.

## A numerical case

Take a simple cubic model crystal with $Z=3$, $a=1$ bohr and cube edge $L=6$ bohr, so that $\Omega=216$ bohr³. The electrons are uniform. The coefficient and the energy are

$$\alpha=\pi\cdot3\cdot1^2=9.4248\ \text{hartree bohr}^3,\qquad
E_\alpha=\frac{3\times9.4248}{216}=0.1309\ \text{hartree},$$

or 3.56 eV per cell. The pressure is

$$P_\alpha=\frac{0.1309}{216}=6.060\times10^{-4}\ \text{hartree/bohr}^3=17.8\ \text{GPa}.$$

For comparison, the Ewald sum with $\eta=\sqrt\pi/L$ gives $\xi L=-2.837297$ for this lattice, and

$$E_M=\frac{9}{2}\cdot\frac{-2.837297}{6}=-2.127973\ \text{hartree}.$$

By scaling, $\xi\propto1/L\propto\Omega^{-1/3}$, so the point-ion pressure is $-dE_M/d\Omega=E_M/(3\Omega)=-3.284\times10^{-3}$ hartree/bohr³. The two pressures add up to $-2.678\times10^{-3}$ hartree/bohr³. The new term is about 6% of $|E_M|$ in energy but 18% of the point-ion pressure in magnitude. The factor of three between these ratios comes from the exponents: $P_\alpha=E_\alpha/\Omega$, whereas the point-ion pressure is $E_M/(3\Omega)$.

The electrostatic energy can also be found without any Fourier transform, which puts the two solutions side by side. Surround one cubic cell by others to form a cube of $(2M+1)^3$ neutral cells, and give the central cell half of each interaction it has with the other cells, plus its internal energy. The self-energy of the point ion is left out. The distances are handled with

$$\frac1r=\frac2{\sqrt\pi}\int_0^\infty e^{-t^2r^2}dt,\qquad \frac{\mathrm{erf}(r/a)}r=\frac2{\sqrt\pi}\int_0^{1/a}e^{-t^2r^2}dt .$$

A Gaussian in $r$ is a product of Gaussians in $x$, $y$ and $z$, so each threefold sum or integral becomes a cube of a one-dimensional one. With $\bar n=N/\Omega$ and $b=(M+\frac12)L$, define

$$A=\sum_{m=-M}^{M}e^{-t^2m^2L^2},\quad C=\int_{-b}^{b}e^{-t^2x^2}dx,\quad B=\int_{-L/2}^{L/2}dx\int_{-b}^{b}dx'\,e^{-t^2(x-x')^2}.$$

They describe the central ion with all ions, the central ion with all electrons, and the central electrons with all electrons. The energy of the central cell is

$$E=\frac1{\sqrt\pi}\int_0^\infty\left[Z^2(A^3-1)+\bar n^2B^3\right]dt-\frac{2Z\bar n}{\sqrt\pi}\int_0^{1/a}C^3\,dt .$$

The $-1$ removes the ion's interaction with itself. The attraction carries no factor one half, because the central ion with all electrons and the central electrons with all ions give two equal halves. For point-like attraction the last upper limit is infinite. Cubic symmetry gives each neutral cell a zero dipole moment and a zero traceless quadrupole moment, so distant cells interact weakly and a modest cube suffices.

Numerical quadrature with $M=8$ gives $-2.127973$ hartree for point-like attraction and $-1.997073$ hartree for the smoothed one. The tempting solution, if it keeps the full $E_M$ for the ions and drops the $\mathbf G=0$ electron-ion term, assigns the first value to both crystals; if it also dropped the $-\pi/(\Omega\eta^2)$ term of the Ewald sum, its result would depend on the arbitrary $\eta$. The difference, 0.130900 hartree, is $E_\alpha$.

The volume dependence can be read from the same sums. Differentiating both energies numerically, with volume steps of 0.1% to either side, and subtracting the two pressures gives the part due to smoothing:

| $\Omega$ (bohr³) | Added pressure ($10^{-4}$ hartree/bohr³) |
|---:|---:|
| 108 | 24.24 |
| 216 | 6.060 |
| 432 | 1.515 |

Each doubling of the volume divides the added pressure by four, as $\Omega^{-2}$ requires.

## Small and large smoothing lengths

For the simple cubic lattice with uniform electrons, the ratio of the two pressures follows from $\Omega=L^3$ and $|E_M|=2.837\,Z^2/(2L)$:

$$\frac{P_\alpha}{|E_M|/(3\Omega)}=\frac{3E_\alpha}{|E_M|}=\frac{6\pi}{2.837}\left(\frac aL\right)^2 .$$

The charge $Z$ drops out. As $a/L\to0$ the attraction becomes point-like and the correction vanishes quadratically. As the crystal is compressed at fixed $a$, the ratio grows. The derivation of $\alpha$ did not require the smoothed regions of neighbouring ions to stay apart: the integral runs over all space, and overlapping short-range parts simply add.

## When the term is not written separately

The electrostatics can also be formulated with the ions represented by the Gaussian charges that generate $v(r)$, and then no $\alpha$ appears. The total is nevertheless the same. Choose $\eta=1/(\sqrt2\,a)$ in the Ewald sum. The last term of $E_M=\frac12Z^2\xi$ is then

$$-\frac{Z^2}{2}\cdot\frac{\pi}{\Omega\eta^2}=-\frac{Z^2}{2}\cdot\frac{2\pi a^2}{\Omega}=-\frac{\pi Z^2a^2}{\Omega}=-E_\alpha .$$

In the sum $E_M+E_\alpha$ the two explicit terms cancel. What remains is

$$E_M+E_\alpha=\frac{Z^2}{2}\left[\sum_{\mathbf R\ne0}\frac{\mathrm{erfc}(R/\sqrt2a)}{R}+\frac{4\pi}{\Omega}\sum_{\mathbf G\ne0}\frac{e^{-G^2a^2/2}}{G^2}-\frac{2}{\sqrt{2\pi}\,a}\right].$$

The second sum is the interaction energy of Gaussian ions of width $a$ without its $\mathbf G=0$ component. The last term removes the self-energy of each Gaussian, and the first restores the point-like repulsion between different ions. A program organized in this way already contains the energy and pressure of the smoothing, and adding $E_\alpha$ to it would count them twice. The separate term $N\alpha/\Omega$ belongs with the complete point-ion energy $E_M$, including its $-\pi/(\Omega\eta^2)$ term.
